**Poisson limit for locating a known edge**

For a smooth edge of known profile, scanned over its whole width at fine pitch, every unbiased position estimate has variance at least 1/(DJ), where J = ∫ s′(u)²/s(u) du. Here D is the mean number of incident electrons per nanometre of scan, and s(u) is the probability that an electron at distance u from the edge gives a count. The program asserts that the Fisher information summed directly over Poisson outcomes agrees with DJ, and that the closed form of J for a logistic edge agrees with quadrature. It also asserts that maximum-likelihood errors in simulated scans lie within 3 per cent of the bound at the three highest doses, and that their dose exponent is within 0.02 of −1/2. Further assertions cover thinning, scan pitch, fixed background counts and a perfectly sharp step. For count probabilities of 0.1 and 0.3, a width parameter of 1 nm and D = 1000 electrons/nm, the output gives a bound of 0.169 nm. The fitted exponent is −0.500 for the smooth edge, while the simulated sharp step gives −1.03.

## Check in Python

```python
"""Cramer-Rao limit for locating a known edge from Poisson counts.

Result under test: Var(position) >= 1/(D*J), J = integral s'(u)^2/s(u) du.
D: mean incident electrons per nm of scan; s(u): count probability per
incident electron at distance u from the edge. For a logistic edge from LOW
to HIGH with width parameter w, r = LOW/(HIGH-LOW):
J = (HIGH-LOW)/w * [1/2 + r - r(1+r) log(1+1/r)].
The bound scales as D**(-1/2) for a smooth edge without fixed background.
Lengths are in nm.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import expit
from scipy.stats import binom, poisson

rng = np.random.default_rng(12345)
LOW, HIGH, WIDTH = 0.1, 0.3, 1.0
STEP = HIGH - LOW
PITCH, EDGE_LENGTH, AREAL_DOSE = 0.5, 10.0, 100.0
DOSE = AREAL_DOSE * EDGE_LENGTH
SITES = np.arange(-40, 41) * PITCH
TRUE_POSITION = 0.13
TRIALS = 20000


def edge(u, width=WIDTH):
    return LOW + STEP * expit(u / width)


def information_density(u, width=WIDTH):
    """s'^2/s with the slope taken by central difference."""
    h = 1e-4
    slope = (edge(u + h, width) - edge(u - h, width)) / (2 * h)
    return slope**2 / edge(u, width)


def closed_form_j(width=WIDTH):
    r = LOW / STEP
    return STEP / width * (0.5 + r - r * (1 + r) * np.log(1 + 1 / r))


def fisher_by_definition(dose, background=0.0):
    """Mean squared score, summed over all Poisson outcomes at each site."""
    h = 1e-3

    def means(position):
        return dose * PITCH * edge(SITES - position) + background

    centre = means(TRUE_POSITION)
    top = centre.max()
    k = np.arange(int(top + 12 * np.sqrt(top) + 30))[:, None]
    score = (poisson.logpmf(k, means(TRUE_POSITION + h))
             - poisson.logpmf(k, means(TRUE_POSITION - h))) / (2 * h)
    return float(np.sum(poisson.pmf(k, centre) * score**2))


def simulate_smooth(dose):
    """Maximum-likelihood errors and scores from simulated scans."""
    bound = 1 / np.sqrt(dose * closed_form_j())
    means = dose * PITCH * edge(SITES - TRUE_POSITION)
    counts = rng.poisson(means, (TRIALS, SITES.size)).astype(float)
    candidates = TRUE_POSITION + np.linspace(-8, 8, 161) * bound
    models = dose * PITCH * edge(SITES[:, None] - candidates)
    loglik = counts @ np.log(models) - models.sum(axis=0)
    best = np.argmax(loglik, axis=1)
    assert best.min() > 0 and best.max() < candidates.size - 1
    rows = np.arange(TRIALS)
    left, mid, right = (loglik[rows, best + j] for j in (-1, 0, 1))
    shift = 0.5 * (left - right) / (left - 2 * mid + right)
    spacing = candidates[1] - candidates[0]
    errors = candidates[best] + shift * spacing - TRUE_POSITION
    h = 1e-4
    slope = dose * PITCH * (edge(SITES - TRUE_POSITION - h)
                            - edge(SITES - TRUE_POSITION + h)) / (2 * h)
    scores = (counts / means - 1) @ slope
    return errors, scores, bound


def simulate_step(dose, pitch=0.002, half_sites=500, trials=5000):
    """RMS maximum-likelihood error for a perfectly sharp step at zero."""
    incident = dose * pitch
    means = incident * np.repeat([LOW, HIGH], half_sites)
    counts = rng.poisson(means, (trials, 2 * half_sites))
    gain = counts * np.log(LOW / HIGH) + incident * STEP
    boundary = np.argmax(np.cumsum(gain, axis=1), axis=1) + 1
    return float(np.sqrt(np.mean(((boundary - half_sites) * pitch)**2)))


# Poisson arrivals counted with probability s remain Poisson.
arrivals = np.arange(150)[:, None]
detected = np.arange(40)[None, :]
thinned = np.sum(poisson.pmf(arrivals, 20.0)
                 * binom.pmf(detected, arrivals, HIGH), axis=0)
assert np.allclose(thinned, poisson.pmf(detected[0], 20.0 * HIGH), atol=1e-12)

# Closed form against quadrature, for several edge widths.
for width in (0.5, 1.0, 2.0):
    integral = quad(information_density, -40 * width, 40 * width,
                    args=(width,), points=[0.0], limit=200)[0]
    assert abs(integral / closed_form_j(width) - 1) < 1e-6
J = closed_form_j()
dark_fraction = quad(information_density, -40, 0, limit=200)[0] / J
assert dark_fraction > 0.5

# Information from its definition against the derived continuum result.
fisher_sum = fisher_by_definition(DOSE)
assert abs(fisher_sum / (DOSE * J) - 1) < 1e-5

# Effect of the scan pitch at fixed dose per length.
pitch_range = {}
for pitch in (0.5, 2.0, 4.0):
    grid = np.arange(-80, 81) * pitch
    ratios = [pitch * information_density(grid - f * pitch).sum() / J
              for f in np.linspace(0, 1, 41)]
    pitch_range[pitch] = (min(ratios), max(ratios))
assert max(abs(v - 1) for v in pitch_range[0.5]) < 1e-6
assert pitch_range[4.0][1] - pitch_range[4.0][0] > 0.1

# Simulated scans: attainment, covariance with the score, dose exponent.
doses = np.array([250.0, 1000.0, 4000.0, 16000.0, 64000.0])
rms, biases, bounds, covariances = [], [], [], []
for dose in doses:
    errors, scores, bound = simulate_smooth(dose)
    rms.append(np.sqrt(np.mean(errors**2)))
    biases.append(errors.mean())
    bounds.append(bound)
    covariances.append(np.cov(errors, scores)[0, 1])
rms, bounds = np.array(rms), np.array(bounds)
# Sampling error of each RMS is about 0.5 percent.
assert np.all(np.abs(rms[2:] / bounds[2:] - 1) < 0.03)
assert abs(covariances[3] - 1) < 0.04
smooth_exponent = np.polyfit(np.log(doses[2:]), np.log(rms[2:]), 1)[0]
assert abs(smooth_exponent + 0.5) < 0.02

# Fixed background counts change the exponent at low dose.
BACKGROUND = 5.0


def background_exponent(dose):
    ratio = (fisher_by_definition(2 * dose, BACKGROUND)
             / fisher_by_definition(dose, BACKGROUND))
    return -0.5 * np.log(ratio) / np.log(2)


low_exponent = background_exponent(0.05)
high_exponent = background_exponent(20000.0)
assert abs(low_exponent + 1) < 0.01
assert abs(high_exponent + 0.5) < 0.01
mean_bg = DOSE * PITCH * edge(SITES - TRUE_POSITION) + BACKGROUND
slope_bg = DOSE * PITCH * np.gradient(edge(SITES - TRUE_POSITION), PITCH)
h_bg = 1e-4
slope_bg = DOSE * PITCH * (edge(SITES - TRUE_POSITION + h_bg)
                           - edge(SITES - TRUE_POSITION - h_bg)) / (2 * h_bg)
fisher_bg = fisher_by_definition(DOSE, BACKGROUND)
assert abs(np.sum(slope_bg**2 / mean_bg) / fisher_bg - 1) < 1e-5

# Finite-displacement bound and simulation for a perfectly sharp step.
k = np.arange(150)
chi_square = np.sum(np.exp(2 * poisson.logpmf(k, 4.0)
                           - poisson.logpmf(k, 6.0))) - 1
assert abs(chi_square - np.expm1((4.0 - 6.0)**2 / 6.0)) < 1e-10
optimum = minimize_scalar(lambda t: -t * t / np.expm1(t),
                          bounds=(0.1, 5.0), method="bounded")
step_doses = np.array([500.0, 2000.0])
step_rms = np.array([simulate_step(d) for d in step_doses])
step_bounds = np.sqrt(-optimum.fun) * HIGH / (step_doses * STEP**2)
step_exponent = np.log(step_rms[1] / step_rms[0]) / np.log(4.0)
assert np.all(step_rms > step_bounds)
# Broad tails make the sampling error larger than for the smooth edge.
assert abs(step_exponent + 1) < 0.1

target = 0.1
needed = 1 / (J * target**2)
print(f"count probability, dark side: {LOW:.2f}; bright side: {HIGH:.2f}")
print(f"width parameter w: {WIDTH:.2f} nm")
print(f"10-90 percent edge width: {2 * np.log(9) * WIDTH:.3f} nm")
print(f"scan pitch: {PITCH:.2f} nm; edge length: {EDGE_LENGTH:.1f} nm")
print(f"areal dose: {AREAL_DOSE:.1f} electrons/nm^2")
print(f"dose per scan length D: {DOSE:.1f} electrons/nm")
print(f"r = dark level / step: {LOW / STEP:.3f}")
print(f"bracket in closed form: {J * WIDTH / STEP:.6f}")
print(f"J: {J:.6f} nm^-1")
print(f"information D*J: {DOSE * J:.4f} nm^-2")
print(f"information from Poisson sums: {fisher_sum:.4f} nm^-2")
print(f"position bound: {1 / np.sqrt(DOSE * J):.4f} nm")
print(f"information share from dark side: {dark_fraction:.4f}")
print(f"dose for {target:.1f} nm bound: {needed:.1f} electrons/nm")
print(f"same, areal dose: {needed / EDGE_LENGTH:.1f} electrons/nm^2")
for pitch, (lowest, highest) in pitch_range.items():
    print(f"pitch {pitch:.1f} nm: information/(D*J) "
          f"from {lowest:.4f} to {highest:.4f}")
print(f"simulated scans per dose: {TRIALS}")
for dose, error, bias, bound in zip(doses, rms, biases, bounds):
    print(f"D {dose:.0f} electrons/nm: bound {bound:.4f} nm, "
          f"RMS {error:.4f} nm, ratio {error / bound:.3f}, "
          f"bias {bias:.4f} nm")
print(f"covariance of estimate and score, D 16000: {covariances[3]:.4f}")
print(f"fitted exponent, D 4000 to 64000: {smooth_exponent:.4f}")
print(f"fixed background: {BACKGROUND:.1f} counts/site")
print(f"bound with background at D 1000: {1 / np.sqrt(fisher_bg):.4f} nm")
print(f"bound exponent with background, D 0.05 to 0.1: {low_exponent:.4f}")
print(f"bound exponent with background, D 20000 to 40000: "
      f"{high_exponent:.4f}")
print(f"sharp step, maximizing c*h: {optimum.x:.4f}")
print(f"sharp step, bound times c: {np.sqrt(-optimum.fun):.4f}")
for dose, error, bound in zip(step_doses, step_rms, step_bounds):
    print(f"sharp step, D {dose:.0f} electrons/nm: "
          f"bound {bound:.5f} nm, RMS {error:.5f} nm")
print(f"sharp step, simulated exponent: {step_exponent:.3f}")
print("checks complete")
```

Printed output:

```
count probability, dark side: 0.10; bright side: 0.30
width parameter w: 1.00 nm
10-90 percent edge width: 4.394 nm
scan pitch: 0.50 nm; edge length: 10.0 nm
areal dose: 100.0 electrons/nm^2
dose per scan length D: 1000.0 electrons/nm
r = dark level / step: 0.500
bracket in closed form: 0.176041
J: 0.035208 nm^-1
information D*J: 35.2082 nm^-2
information from Poisson sums: 35.2082 nm^-2
position bound: 0.1685 nm
information share from dark side: 0.5972
dose for 0.1 nm bound: 2840.3 electrons/nm
same, areal dose: 284.0 electrons/nm^2
pitch 0.5 nm: information/(D*J) from 1.0000 to 1.0000
pitch 2.0 nm: information/(D*J) from 0.9821 to 1.0179
pitch 4.0 nm: information/(D*J) from 0.5520 to 1.4833
simulated scans per dose: 20000
D 250 electrons/nm: bound 0.3371 nm, RMS 0.3430 nm, ratio 1.018, bias 0.0091 nm
D 1000 electrons/nm: bound 0.1685 nm, RMS 0.1682 nm, ratio 0.998, bias 0.0016 nm
D 4000 electrons/nm: bound 0.0843 nm, RMS 0.0846 nm, ratio 1.004, bias -0.0002 nm
D 16000 electrons/nm: bound 0.0421 nm, RMS 0.0420 nm, ratio 0.997, bias -0.0005 nm
D 64000 electrons/nm: bound 0.0211 nm, RMS 0.0211 nm, ratio 1.003, bias 0.0002 nm
covariance of estimate and score, D 16000: 0.9941
fitted exponent, D 4000 to 64000: -0.5004
fixed background: 5.0 counts/site
bound with background at D 1000: 0.1732 nm
bound exponent with background, D 0.05 to 0.1: -0.9993
bound exponent with background, D 20000 to 40000: -0.5010
sharp step, maximizing c*h: 1.5936
sharp step, bound times c: 0.8047
sharp step, D 500 electrons/nm: bound 0.01207 nm, RMS 0.04783 nm
sharp step, D 2000 electrons/nm: bound 0.00302 nm, RMS 0.01154 nm
sharp step, simulated exponent: -1.025
checks complete
```
